# Löwdin's Expansion of a Spherical Function about Another Site

## Definitions and conventions

Two sites are separated by a distance $d>0$. The first is the origin and the centre of a muffin-tin sphere. The second lies at $\mathbf d=d\,\hat{\mathbf d}$ and carries a function $f(s)$, such as an atomic density or potential, which depends only on the distance $s$ from that second site. For a point $\mathbf r=r\,\hat{\mathbf r}$ with $r>0$,

$$
s=|\mathbf r-\mathbf d|=\sqrt{r^2+d^2-2rdu},\qquad u=\hat{\mathbf r}\cdot\hat{\mathbf d}. \tag{1}
$$

The function is spherical about its own site but not about the origin. On a sphere of radius $r$ about the origin it is larger or smaller according to the direction $\hat{\mathbf r}$. The task is to find the components $f_l(r;d)$ in

$$
f(|\mathbf r-\mathbf d|)=\sum_{l=0}^{\infty}f_l(r;d)\,P_l(u), \tag{2}
$$

where $P_l$ are Legendre polynomials with $P_l(1)=1$ and

$$
\int_{-1}^{1}P_l(u)P_{l'}(u)\,du=\frac{2}{2l+1}\,\delta_{ll'}. \tag{3}
$$

The vector $\mathbf d$ points from the new centre to the site that carries $f$. Reversing it changes $u$ to $-u$, and with it the sign of the odd terms. Lengths are in bohr and densities in electrons per cubic bohr.

## The components

At fixed $r$ and $d$, the function depends on direction through $u$ alone, so Legendre polynomials suffice. Multiplying (2) by $P_l(u)$, integrating over $u$ and using (3) gives

$$
f_l(r;d)=\frac{2l+1}{2}\int_{-1}^{1}f(s(u))\,P_l(u)\,du. \tag{4}
$$

This integral is taken as the definition of $f_l$; whether the series then returns $f$ is examined below.

The distance $s$ is a better variable than $u$, because $f$ is known as a function of $s$. Differentiating $s^2=r^2+d^2-2rdu$ at fixed $r$ and $d$ gives

$$
2s\,ds=-2rd\,du,\qquad du=-\frac{s\,ds}{rd}. \tag{5}
$$

At $u=-1$ the distance is $s=d+r$. At $u=1$ it is $s=\sqrt{(d-r)^2}=|d-r|$. As $u$ rises, $s$ falls, and the minus sign in (5) is absorbed by exchanging the limits. Solving (1) for $u$ and inserting everything in (4) yields

$$
f_l(r;d)=\frac{2l+1}{2rd}\int_{|d-r|}^{d+r}s\,f(s)\,
P_l\!\left(\frac{r^2+d^2-s^2}{2rd}\right)ds. \tag{6}
$$

This is Löwdin's expansion for a spherical function. Since $P_0=1$, the spherical average is

$$
f_0(r;d)=\frac{1}{2rd}\int_{|d-r|}^{d+r}s\,f(s)\,ds. \tag{7}
$$

The weight $s$ in (7) has a geometric origin. Equal intervals of $u$ cover equal areas on the sphere of radius $r$, and by (5) the fraction of that area with distances between $s$ and $s+ds$ is $s\,ds/(2rd)$. For $f=1$ the integral is $[(d+r)^2-(d-r)^2]/2=2rd$, so the average is 1.

The absolute value in the lower limit makes (6) valid for $r<d$, $r=d$ and $r>d$. The expression is also unchanged when $r$ and $d$ are exchanged. It does not apply to a function such as $f(s)Y_{LM}(\hat{\mathbf s})$ with $L>0$, which varies with direction about its own site.

## Existence and convergence

Since $|P_l(u)|\le1$ on $[-1,1]$, the integral (6) exists for every $l$ if $s f(s)$ is absolutely integrable between its limits. Convergence of the series needs more. By (5),

$$
\int_{-1}^{1}|f(s(u))|^2du=\frac{1}{rd}\int_{|d-r|}^{d+r}s\,|f(s)|^2\,ds. \tag{8}
$$

If this is finite, completeness of the Legendre polynomials ensures that (2) converges in the mean: the squared error, integrated over the sphere, tends to zero.

Uniform convergence follows if $f$ is smooth on the interval and the interval excludes $s=0$, that is, if $r\ne d$. Then $F(u)=f(s(u))$ is smooth on $[-1,1]$. Let $\Lambda=\frac{d}{du}(1-u^2)\frac{d}{du}$, for which $\Lambda P_l=-l(l+1)P_l$. Integrating by parts moves $\Lambda$ from $P_l$ to $F$, and the boundary terms vanish through the factor $1-u^2$. Doing this twice in (4) gives, for $l\ge1$,

$$
|f_l|\le\frac{2l+1}{2\,l^2(l+1)^2}\int_{-1}^{1}|\Lambda^2F(u)|\,du. \tag{9}
$$

The bound falls as $l^{-3}$, so the series converges uniformly. Its sum is continuous and has the same components as $F$, and by completeness it equals $F$.

The Coulomb function $f=1/s$ shows the difference between existence and convergence. The generating function of the Legendre polynomials gives, for $r\ne d$,

$$
\frac1s=\sum_{l=0}^{\infty}\frac{r_<^{\,l}}{r_>^{\,l+1}}P_l(u),\qquad
f_l=\frac{r_<^{\,l}}{r_>^{\,l+1}}, \tag{10}
$$

where $r_<$ and $r_>$ are the smaller and larger of $r$ and $d$. Equation (7) gives the average directly: $(d+r-|d-r|)/(2rd)=2r_</(2rd)=1/r_>$. At $r=d$ the components are still finite, because $s f(s)=1$ is integrable. With this bounded integrand, (6) is continuous in $r$, so each component equals the limit of (10) as $r\to d$, which is $1/d$. However, $s|f|^2=1/s$ is not integrable down to $s=0$, and the series does not converge in the mean. In the direction $u=1$ it is a sum of equal terms and diverges, as it should at the position of the charge.

## Arbitrary direction of the site

For several neighbours, a common set of axes is needed. With orthonormal complex spherical harmonics, the addition theorem reads

$$
P_l(\hat{\mathbf r}\cdot\hat{\mathbf d})=\frac{4\pi}{2l+1}\sum_{m=-l}^{l}Y_{lm}(\hat{\mathbf r})\,Y_{lm}^*(\hat{\mathbf d}). \tag{11}
$$

Inserting it in (2) gives

$$
f(|\mathbf r-\mathbf d|)=\sum_{lm}\left[\frac{4\pi}{2l+1}\,f_l(r;d)\,Y_{lm}^*(\hat{\mathbf d})\right]Y_{lm}(\hat{\mathbf r}). \tag{12}
$$

The bracket is the radial function multiplying $Y_{lm}$ inside the muffin-tin sphere. Distance enters through $f_l$ and direction through $Y_{lm}^*(\hat{\mathbf d})$. Contributions from different sites add because the expansion is linear in $f$. A superposed density can therefore be averaged site by site. An exchange-correlation potential that depends nonlinearly on the density cannot in general be treated this way; it must be evaluated from the total density.

## Behaviour near the new centre

Let $f$ be smooth near $s=d$, and let $r<d$ be small. Rodrigues' formula is

$$
P_l(u)=\frac{1}{2^l l!}\frac{d^l}{du^l}(u^2-1)^l. \tag{13}
$$

Put it in (4) and integrate by parts $l$ times. Each boundary term keeps a factor $u^2-1$ and vanishes. The $l$ integrations give $(-1)^l$, which turns $(u^2-1)^l$ into $(1-u^2)^l$. By (5), $d/du=-rd\,D$ with $D=(1/s)\,d/ds$. Hence

$$
f_l=\frac{(2l+1)(-rd)^l}{2^{l+1}l!}\int_{-1}^{1}(1-u^2)^l\,(D^lf)(s(u))\,du. \tag{14}
$$

As $r\to0$, $s(u)\to d$ for all $u$, and $D^lf$ can be taken out of the integral. The remaining integral $I_l=\int_{-1}^{1}(1-u^2)^l du$ follows from one integration by parts:

$$
I_l=2l\int_{-1}^{1}u^2(1-u^2)^{l-1}du=2l\,(I_{l-1}-I_l),\qquad
I_l=\frac{2l}{2l+1}I_{l-1}. \tag{15}
$$

With $I_0=2$ this gives $I_l=2^{l+1}l!/(2l+1)!!$. Since $(2l+1)!!=(2l+1)(2l-1)!!$, with $(-1)!!=1$,

$$
f_l(r;d)\to\frac{(-rd)^l}{(2l-1)!!}\,(D^lf)(d)\qquad(r\to0). \tag{16}
$$

Thus $f_l$ starts as $r^l$ or a higher power, as a smooth function near the origin requires. For $l=1$ the result is $-r f'(d)$: a function that decays away from its site has a positive dipole component pointing towards that site.

The average needs its next term. Let $g(s)=s f(s)$ and expand $g$ about $d$ in (7). Odd powers of $s-d$ cancel over the symmetric interval, so

$$
f_0=\frac{1}{2rd}\left[2r\,g(d)+\frac{r^3}{3}g''(d)+O(r^5)\right]. \tag{17}
$$

Here $g''=s f''+2f'=s\nabla^2 f$, because $\nabla^2f=f''+2f'/s$. Therefore

$$
f_0(r;d)=f(d)+\frac{r^2}{6}\nabla^2f(d)+O(r^4). \tag{18}
$$

Replacing the average by the value at the sphere centre neglects this curvature.

## Charge of a neighbour's tail inside the sphere

If $f$ is a density, only its average contributes to the charge in a sphere of radius $R$, since components with $l>0$ integrate to zero over angles. For $R\le d$, (7) gives

$$
Q=\int_0^R4\pi r^2f_0\,dr=\frac{2\pi}{d}\int_0^R r\,dr\int_{d-r}^{d+r}s\,f(s)\,ds. \tag{19}
$$

The region of integration is $|s-d|\le r\le R$. Doing the $r$ integral first gives $[R^2-(s-d)^2]/2$, and

$$
Q=\frac{\pi}{d}\int_{d-R}^{d+R}s\,f(s)\,[R^2-(s-d)^2]\,ds. \tag{20}
$$

The factor multiplying $f(s)$ is the area of that part of a sphere of radius $s$ about the neighbour which lies inside the muffin-tin sphere. It vanishes at both limits, where the two spheres touch.

## An exponential density

For $f(s)=Ae^{-\alpha s}$ the average has a closed form. Let $a=r_<$ and $b=r_>$, so that the limits in (7) are $b-a$ and $b+a$. The antiderivative of $s e^{-\alpha s}$ is $-(s/\alpha+1/\alpha^2)e^{-\alpha s}$, and

$$
\int_{b-a}^{b+a}s e^{-\alpha s}ds=e^{-\alpha b}\left[\left(\frac{b-a}{\alpha}+\frac1{\alpha^2}\right)e^{\alpha a}-\left(\frac{b+a}{\alpha}+\frac1{\alpha^2}\right)e^{-\alpha a}\right]. \tag{21}
$$

Collecting the exponentials into $\sinh$ and $\cosh$ and multiplying by $A/(2ab)$ gives

$$
f_0=\frac{A e^{-\alpha b}}{\alpha ab}\left[\left(b+\frac1\alpha\right)\sinh\alpha a-a\cosh\alpha a\right]. \tag{22}
$$

Take $\alpha=2$ bohr$^{-1}$ and $A=1/\pi$ bohr$^{-3}$. This is the nonrelativistic 1s density of a hydrogen atom with a fixed point nucleus, and it contains one electron. Let $d=3$ bohr and $R=d/2=1.5$ bohr, so that equal spheres about the two sites touch. The density at the sphere centre is $e^{-6}/\pi=7.890\times10^{-4}$ bohr$^{-3}$. At $r=R$, (22) gives

$$
\frac{f_0(R)}{f(d)}=\frac{3.5\sinh3-1.5\cosh3}{9}=2.218,\qquad
f_0(R)=1.750\times10^{-3}\ \text{bohr}^{-3}. \tag{23}
$$

The average over the sphere surface is more than twice the central value. The curvature term in (18) accounts for much of the increase. For the exponential, $\nabla^2f/f=\alpha^2-2\alpha/d=8/3$ bohr$^{-2}$, so (18) gives a ratio of $1+(2.25/6)(8/3)=2.00$. The difference from 2.218 comes from higher powers of $r$.

The other components follow from (6) by Gauss–Legendre quadrature over $s$. In units of $10^{-3}$ bohr$^{-3}$, the values at $r=R$ for $l=0$ to 8 are

$$
1.750,\ 3.795,\ 3.750,\ 2.756,\ 1.729,\ 0.987,\ 0.531,\ 0.275,\ 0.139. \tag{24}
$$

The first three anisotropic components exceed the average. By (4), $f_l/f_0$ is $2l+1$ times the mean of $P_l(u)$ weighted by the density, so $f_l$ exceeds $f_0$ when that mean exceeds $1/(2l+1)$. The weight leans towards the neighbour, with more than four fifths of it at $u>0.5$. The means for $l=1$ to 4 are 0.723, 0.429, 0.225 and 0.110, against thresholds of 0.333, 0.200, 0.143 and 0.111. The density varies from $1.585\times10^{-2}$ bohr$^{-3}$ at the nearest point of the sphere to $3.93\times10^{-5}$ bohr$^{-3}$ at the farthest. At the nearest point every $P_l$ is 1, and the nine terms in (24) add to $1.571\times10^{-2}$ bohr$^{-3}$, which is 0.9% below the full value.

For the Coulomb function with $r<d$, (10) gives $f_{l+1}/f_l=r/d$. For the exponential at $R/d=0.5$, quadrature gives $f_{11}/f_{10}=0.489$ and $f_{31}/f_{30}=0.487$. The decay is thus close to that of the Coulomb components, though these two ratios do not establish a limit.

## A shell of equivalent neighbours

Let $N$ sites lie at the same distance $d$ in directions $\hat{\mathbf d}_n$. Their total density is

$$
n_{\rm sh}(\mathbf r)=\sum_l f_l(r;d)\sum_{n=1}^{N}P_l(\hat{\mathbf r}\cdot\hat{\mathbf d}_n), \tag{25}
$$

and its average is $Nf_0$. To measure the remainder, let angle brackets denote an average over $\hat{\mathbf r}$. Using (11) for both factors and the orthonormality of the $Y_{lm}$,

$$
\left\langle P_l(\hat{\mathbf r}\cdot\hat{\mathbf d}_n)P_{l'}(\hat{\mathbf r}\cdot\hat{\mathbf d}_{n'})\right\rangle
=\frac{\delta_{ll'}}{2l+1}P_l(\hat{\mathbf d}_n\cdot\hat{\mathbf d}_{n'}). \tag{26}
$$

Here the factor $[4\pi/(2l+1)]^2/(4\pi)$ multiplies a sum over $m$, which (11) turns back into $P_l$. The mean square deviation from the average is therefore

$$
\left\langle(n_{\rm sh}-Nf_0)^2\right\rangle=\sum_{l>0}\frac{f_l^2S_l}{2l+1},\qquad
S_l=\sum_{n,n'}P_l(\hat{\mathbf d}_n\cdot\hat{\mathbf d}_{n'}). \tag{27}
$$

By (26), $S_l/(2l+1)$ is itself the average of a square, so $S_l\ge0$. If $S_l=0$, the shell has no component of that $l$.

Now place the exponential density on the 12 nearest neighbours of an fcc site, again with $d=3$ bohr. This is a superposition of unaltered atomic densities. It is not a self-consistent solid, and farther shells are left out. The figures below belong to the first shell alone: adding the fcc shells out to 12 bohr raises the neighbours' average density at $R$ and their charge in the sphere by about 8% each, and lowers the relative rms deviation from 8.0% to just under 7%. Seen from one neighbour, the cosines to all 12 are $1$ once, $1/2$ four times, $0$ twice, $-1/2$ four times and $-1$ once. Odd $l$ cancel in pairs. For even $l$,

$$
S_l=12\left[2+8P_l(1/2)+2P_l(0)\right]. \tag{28}
$$

For $l=2$ the bracket is $2-1-1=0$. The next values are $S_4=5.25$, $S_6=47.53$ and $S_8=23.49$. The large $l=1$, 2 and 3 components of each neighbour thus cancel in the sum, and the first surviving anisotropy has $l=4$.

The shell average at $R$ is $12f_0=2.100\times10^{-2}$ bohr$^{-3}$, or $0.1417$ Å$^{-3}$. It exceeds the central atom's own density there, $1.585\times10^{-2}$ bohr$^{-3}$. With (24), the terms $l=4$, 6 and 8 in (27) give

$$
(1.743+1.031+0.027)\times10^{-6}=2.801\times10^{-6}\ \text{bohr}^{-6}, \tag{29}
$$

whose square root is $1.674\times10^{-3}$ bohr$^{-3}$. This rms deviation is 8.0% of the shell average. For a single neighbour, where $S_l=1$ for every $l$, the corresponding figure is 173%. Each neighbour's density is far from spherical about the origin, so the small anisotropy of the shell comes from cancellation between sites. It depends on their number and even spread as well as on symmetry. Twelve random directions have $S_l=12$ on average and give $173\%/\sqrt{12}\approx50\%$, and six sites on the cube axes, with the same cubic symmetry as the fcc shell, give 25%.

A small rms value still allows larger local deviations. Direct addition of the 12 exponentials at $r=R$ gives $2.417\times10^{-2}$ bohr$^{-3}$ towards a neighbour and $1.715\times10^{-2}$ bohr$^{-3}$ along a cube axis, which are 15% above and 18% below the average. Towards a neighbour, the series (25) cut after $l=4$, 6 and 8 gives $2.176$, $2.386$ and $2.413$ in units of $10^{-2}$ bohr$^{-3}$. These sums lie 10%, 1.3% and 0.16% below the full shell density in that direction. The $l=6$ term adds more than the $l=4$ term although $f_6<f_4$, because the sum over neighbours in (25) is $S_l/12$ in this direction: 3.96 for $l=6$ and 0.44 for $l=4$.

Finally, quadrature of (20) gives a tail charge of $0.0189$ electrons per neighbour. The central density times the sphere volume would give $0.0112$, which is 41% too low relative to that result. The 12 tails together bring $0.227$ electrons into the sphere. The central atom's own charge there is $1-e^{-2R}(1+2R+2R^2)=0.577$ electrons, with $R$ in bohr. At this separation the neighbours supply more than a quarter of the superposed charge in the sphere, so the central atom alone would be a poor approximation to the muffin-tin density in the outer part of the sphere. The neighbours' share of the averaged density is 3% at the centre, 25% at $r=1$ bohr and 57% at the surface.

Numerical values quoted here were computed with a short program.
